# Sampling Errors of Gaussian Time Correlation Functions and Green–Kubo Integrals

**Q:** You ran one molecular dynamics trajectory and computed one correlation function. The trajectory is deterministic. What does its "statistical error" even mean?

**A:** It means the spread of results over equilibrium trajectories started from independently drawn initial conditions. Angle brackets denote the average over that ensemble. Let $A(t)$ be the recorded signal, for instance a shear stress. I assume that it is stationary, with known mean zero, and define
$$C(t)=\langle A(0)A(t)\rangle ,\qquad C(-t)=C(t).$$
I also assume that $C(t)$ tends to zero and that both $C(t)$ and $|t|C(t)$ are absolutely integrable. From one trajectory I form
$$C_T(t)=\frac1T\int_0^T A(s)A(s+t)\,ds,\qquad t\ge 0. \tag{1}$$
Here $T$ is the span of time origins $s$, so the record must last $T$ plus the largest lag. By stationarity $\langle C_T(t)\rangle=C(t)$. The estimate is unbiased, and its error is $\delta(t)=C_T(t)-C(t)$.

**Q:** The variance of $\delta$ contains four factors of $A$. You know $C$, which contains two. How do you get from one to the other?

**A:** By a further assumption: values of $A$ at any set of times are jointly Gaussian. For four such variables $X_i$ with covariances $S_{ij}=\langle X_iX_j\rangle$,
$$\Big\langle e^{\sum_i k_iX_i}\Big\rangle=\exp\Big(\tfrac12\sum_{ij}k_ik_jS_{ij}\Big).$$
On the left, the coefficient of $k_1k_2k_3k_4$ is $\langle X_1X_2X_3X_4\rangle$. On the right, this product comes from the second-order term of the exponential, $\frac12(\sum_{i<j}k_ik_jS_{ij}+\dots)^2$, where the dots are terms in $k_i^2$. Each way of splitting the four variables into two pairs occurs twice in the square, which cancels the $\frac12$:
$$\langle X_1X_2X_3X_4\rangle=S_{12}S_{34}+S_{13}S_{24}+S_{14}S_{23}.$$

Now take $A(s)$, $A(s+t_1)$, $A(s')$, $A(s'+t_2)$ in this order and set $u=s'-s$. The first pairing gives $C(t_1)C(t_2)$, which the covariance subtracts. The other two leave
$$F(u)=C(u)\,C(u+t_2-t_1)+C(u+t_2)\,C(u-t_1). \tag{2}$$

**Q:** I doubt the Gaussian assumption. Does it do any real work?

**A:** It does. Consider a signal that jumps at random between $+a$ and $-a$. Then $A^2=a^2$ at all times, so $C_T(0)$ has no error at all, whereas the Gaussian result below gives a positive one. In general, the part of the four-time average not contained in the pairings adds to $F$. A stress summed over many weakly correlated regions of a large cell is a good candidate for Gaussian behaviour, by the central limit theorem. A signal dominated by rare events is not. The ensemble must also fix whatever the dynamics conserves. If starting points are drawn canonically and each run conserves its energy, every run samples $C$ at its own energy, and this adds a spread that does not fall with $T$. The corresponding relative spread in temperature is $(C_V/k_B)^{-1/2}$, about $9\,\%$ for 50 atoms with a heat capacity of $2.4\,k_B$ per atom. The formulas below leave this out and describe runs at one common energy.

**Q:** Granted. You still have a double integral over $s$ and $s'$.

**A:** The integrand depends on $u$ alone. In the square $0\le s,s'\le T$, the line of fixed $u$ allows a range $T-|u|$ of $s$. Hence
$$\langle\delta(t_1)\delta(t_2)\rangle=\frac1T\int_{-T}^{T}\Big(1-\frac{|u|}{T}\Big)F(u)\,du. \tag{3}$$
For $T$ much longer than the correlation time I drop $|u|/T$ and extend the limits to infinity. Define
$$G(x)=\int_{-\infty}^{\infty}C(u)\,C(u+x)\,du .$$
It is even: in $G(-x)$ the substitution $u=v+x$ restores $G(x)$. The first product in (2) integrates to $G(t_2-t_1)$. In the second, $v=u-t_1$ gives $\int C(v+t_1+t_2)C(v)\,dv=G(t_1+t_2)$. Therefore
$$\langle\delta(t_1)\delta(t_2)\rangle\simeq\frac{G(t_1-t_2)+G(t_1+t_2)}{T}. \tag{4}$$

**Q:** Not so fast. The second product is centred at values of $u$ that depend on the lags. If the lags are long, $|u|/T$ may not be small.

**A:** The neglected part can be bounded. The weight in (3), taken as zero outside the limits, differs from one by at most $|u|/T$, so the error in (4) is at most $T^{-2}\int|u||F(u)|\,du$. Write $m=\int_{-\infty}^{\infty}|v\,C(v)|\,dv$ and use $|C|\le C(0)$. The first product contributes at most $C(0)m$. In the second, $|u|\le|u+t_2|$ for $u\ge0$ and $|u|\le|u-t_1|$ for $u\le0$, because the lags are not negative. So $|u|$ can always be attached to one of the two factors, and the contribution is at most $2C(0)m$. The total, $3C(0)m/T^2$, does not depend on the lags. Relative to the scale $G(0)/T$ of (4) it is $3C(0)m/[G(0)\,T]$. For a single exponential with decay time $\tau$ this is $6\tau/T$. A weak slow tail raises $m$ far more than $G(0)$, and the bound then becomes very loose: $T\gg C(0)m/G(0)$ is sufficient for (4) but not necessary. For a tail of weight $1\,\%$ and decay time $100\tau$, $C(0)m/G(0)\approx196\tau$, yet at $T=50\tau$ the actual error of (4) is only a few per cent of $G(0)/T$.

**Q:** Then what is the error bar at a single lag?

**A:** Put $t_1=t_2=t$ in (4):
$$\langle\delta(t)^2\rangle\simeq\frac{G(0)+G(2t)}{T}. \tag{5}$$
Let $\rho(t)=C(t)/C(0)$ and $\tau_c=\int_0^\infty\rho(t)^2dt$. Since $C^2$ is even, $G(0)=2\tau_cC(0)^2$. At long lag $G(2t)$ vanishes, and the standard error is
$$C(0)\sqrt{2\tau_c/T}. \tag{6}$$
This error stays constant while $C(t)$ itself dies away, so the tail of the estimate is eventually all noise. At $t=0$ the two terms of (5) are equal, and the variance is twice its long-lag value.

**Q:** My plots are normalized to one at $t=0$, and there the error is zero, not largest.

**A:** Normalization changes the estimate. To first order in the errors,
$$\frac{C_T(t)}{C_T(0)}-\rho(t)\simeq\frac{\delta(t)-\rho(t)\,\delta(0)}{C(0)}.$$
Squaring this and using $\langle\delta(t)\delta(0)\rangle=2G(t)/T$ and $\langle\delta(0)^2\rangle=2G(0)/T$ from (4), I find the variance
$$\frac{G(0)+G(2t)-4\rho(t)G(t)+2\rho(t)^2G(0)}{T\,C(0)^2}. \tag{7}$$
At $t=0$ the numerator is $(1+1-4+2)G(0)=0$, as you see in your plots. The convenient rule $\sqrt{2\tau_c/T}\,[1-\rho(t)]$ for the standard error has the right values at zero and at long lag, but in between it is an interpolation.

**Q:** How poor an interpolation?

**A:** That depends on $C$. Take $C(t)=C(0)e^{-|t|/\tau}$, for which I need $G$. For $x\ge0$, split the $u$ axis at $-x$ and $0$. Each outer region gives $\frac{\tau}{2}e^{-x/\tau}$. In the middle the integrand is constant, $e^{u/\tau}e^{-(u+x)/\tau}=e^{-x/\tau}$, and the region has length $x$. Thus
$$G(x)=C(0)^2(\tau+|x|)\,e^{-|x|/\tau}. \tag{8}$$
At $t=\tau$ the variance (7) becomes $(\tau/T)[1+3e^{-2}-8e^{-2}+2e^{-2}]=0.594\,\tau/T$. Here $\tau_c=\tau/2$, so the rule gives $(\tau/T)(1-e^{-1})^2=0.400\,\tau/T$. Its standard error is too small by 18 % of the value from (7). Short lags are worse: there (7) tends to $2t^2/(\tau T)$ and the rule to $t^2/(\tau T)$, a shortfall of 29 % in the standard error. The sign can also reverse: for $\rho=e^{-|t|/\tau}\cos(2t/\tau)$ the rule is too large by 43 % at $t=\tau$.

**Q:** I do not want $C$ anyway. I want a transport coefficient, which is an integral of $C$. Integration averages out noise, so surely a longer upper limit can only help.

**A:** Let us compute it. The running Green–Kubo integral, without its prefactor, is $I_T(t)=\int_0^tC_T(s)\,ds$. Integrating (4) over both lags gives
$$\mathrm{Var}\,I_T(t)\simeq\frac{J}{T},\qquad J=\int_0^t\!\!\int_0^t\big[G(a-b)+G(a+b)\big]\,da\,db .$$
Consider $G(a-b)$ on the larger square $-t\le a,b\le t$. The two quadrants where $a$ and $b$ have equal signs each give the first term of $J$, because $G$ is even. The two with opposite signs each give the second. The large square therefore contains $2J$. Its side is $2t$, so a fixed difference $x=a-b$ occurs with weight $2t-|x|$:
$$J=\frac12\int_{-2t}^{2t}(2t-|x|)G(x)\,dx=\int_0^{2t}(2t-x)G(x)\,dx. \tag{9}$$

**Q:** I see an explicit $t$, but $G$ could have either sign. Where is the growth?

**A:** For $t$ well beyond the correlation time, rewrite (9) as
$$J=2t\int_0^\infty G\,dx-\int_0^\infty xG\,dx+\int_{2t}^\infty(x-2t)G\,dx .$$
The last term vanishes as $t$ grows because $xG$ is integrable. That follows from $|x|\le|u|+|u+x|$, which gives $\int|xG|\,dx\le2m\int|C|\,du$. For the first term, integrate $G$ over all $x$ at fixed $u$, and then over $u$:
$$\int_{-\infty}^{\infty}G\,dx=\Big(\int_{-\infty}^{\infty}C\,du\Big)^2=(2I_\infty)^2,\qquad I_\infty=\int_0^\infty C\,dt .$$
Half of this, $2I_\infty^2$, lies at positive $x$. Hence
$$\mathrm{Var}\,I_T(t)\to\frac1T\Big[4I_\infty^2\,t-\int_0^\infty xG(x)\,dx\Big]. \tag{10}$$
The variance grows linearly with the upper limit. The leading standard error relative to $I_\infty$ is $2\sqrt{t/T}$, in which the correlation time does not appear.

The reason is visible in (4). At long lags the errors have constant variance and are correlated only over lag differences for which $G$ is appreciable. Adding them up is like taking the steps of a random walk. Your averaging argument would apply if you divided the integral by $t$, but a Green–Kubo integral is not divided by $t$.

**Q:** Is the growth linear from the start?

**A:** No. For $t$ much shorter than the fastest time scale of $C$ (its initial decay time or, if it oscillates, its period), $G(x)\simeq G(0)$ in (9), and the variance is $2G(0)t^2/T$. The errors at all these lags are then nearly the same error, so the standard deviation itself grows as $t$.

**Q:** And if $I_\infty=0$?

**A:** Then there is no linear growth at this order, and the variance reaches a plateau. Let $R(u)=\int_0^uC(v)\,dv$, which now tends to zero at both ends, and let $H(x)=\int_{-\infty}^{\infty}R(u)R(u+x)\,du$. One derivative gives $H'(x)=\int R(u)C(u+x)\,du=\int R(v-x)C(v)\,dv$. A second gives $H''(x)=-\int C(v-x)C(v)\,dv=-G(x)$. Integrating by parts,
$$-\int_0^\infty xG\,dx=\int_0^\infty xH''\,dx=\big[xH'-H\big]_0^\infty=H(0)=2\int_0^\infty R(u)^2du .$$
The upper boundary terms vanish: since $I_\infty=0$, $|uR(u)|\le\int_{|u|}^\infty|vC(v)|\,dv$, which tends to zero, so $R$ and $uR$ are bounded and vanish at large $|u|$. Also $|R(u)|\le\int_{|u|}^\infty|C|\,dv$ gives $\int|R|\,du\le m$. With $|x|\le|u|+|u+x|$, $|xH'|\le\int|uR(u)|\,|C(u+x)|\,du+\int|R(u)|\,|(u+x)C(u+x)|\,du$. These two integrals and $H$ itself each multiply an integrable function, shifted to $u\approx-x$, by a bounded function that vanishes there as $x$ grows, so all three tend to zero. The plateau is thus $(2/T)\int_0^\infty R^2du$.

An example is the velocity of a damped particle bound in a harmonic well, which does not diffuse. With $C(t)=C(0)e^{-|t|/\tau}[\cos(2t/\tau)-\frac12\sin(2|t|/\tau)]$ one has $R(u)=\frac12C(0)\tau e^{-u/\tau}\sin(2u/\tau)$ for $u\ge0$, and the plateau is $0.100\,C(0)^2\tau^3/T$.

**Q:** You integrated an approximate covariance over an area $t^2$. Does the neglected part grow as $t^2$?

**A:** No, it grows at most as $t$. In the bound after (4), keep both factors of $C$ and integrate over the lags as well. Each of the three contributions is then at most $t\,m\int|C|\,du$, so the error in the variance is at most $3t\,m\int|C|\,du/T^2$. When $I_\infty$ is not small through cancellation, this is a relative correction of order correlation time over $T$, even if $t$ is a sizeable fraction of $T$. For the plateau the bound is useful only when $t\ll T$.

Remember that $T$ counts time origins. If the total record length $L$ is fixed, $T=L-t$ shrinks as $t$ increases, and for $I_\infty\neq0$ the variance then grows faster than linearly.

**Q:** Give me numbers for something expensive, such as a viscosity from first-principles dynamics.

**A:** I take a model liquid with round parameters. With $V$ the volume and $\Theta$ the temperature, the shear viscosity is
$$\eta=\frac{V}{k_B\Theta}\int_0^\infty\langle P_{xy}(0)P_{xy}(t)\rangle\,dt .$$
Let $V=1000$ Å³, $\Theta=1000$ K, the rms shear stress be $0.5$ GPa, and the stress correlation be exponential with $\tau=0.1$ ps. Then $V/(k_B\Theta)=7.243\times10^{-8}$ Pa⁻¹ and
$$\eta=(7.243\times10^{-8})(0.5\times10^{9})^2(10^{-13})\ \text{Pa s}=1.811\ \text{mPa s}.$$

The time origins span $T=50$ ps, and I average the $M=3$ components $P_{xy}$, $P_{yz}$, $P_{zx}$. Reflecting one axis reverses two of them and leaves the third unchanged. In a liquid with reflection symmetry their cross-correlations therefore vanish, and jointly Gaussian signals without cross-correlations are independent. Averaging then divides every variance by $M$.

**Q:** What does (9) give for this correlation function?

**A:** Insert (8) and set $z=t/\tau$, $y=2z$, $q=x/\tau$. Then $J=C(0)^2\tau^3f$ with $f(y)=\int_0^y(y-q)(1+q)e^{-q}dq$. Differentiating,
$$f'(y)=\int_0^y(1+q)e^{-q}dq=2-(2+y)e^{-y}.$$
Integrating from $f(0)=0$ gives $f=2y-3+(3+y)e^{-y}$, or
$$f=4z-3+(2z+3)e^{-2z}. \tag{11}$$
Since $I_\infty=C(0)\tau$, the statistical error relative to the exact viscosity is $\sqrt{\tau f/(MT)}$. At $t=1$ ps, $z=10$ and $f=37.0$, so it is $\sqrt{0.1\times37.0/150}=15.7\,\%$, or $0.284$ mPa s. Stopping at finite $t$ also leaves out the tail, a relative bias of $-e^{-z}$. The total rms error combines the two in quadrature. All entries are relative to the exact $\eta$:

| $t$ (ps) | bias (%) | statistical (%) | total rms (%) |
|---:|---:|---:|---:|
| 0.1 | −36.8 | 3.3 | 36.9 |
| 0.2 | −13.5 | 5.8 | 14.7 |
| 0.5 | −0.7 | 10.6 | 10.7 |
| 1.0 | −0.005 | 15.7 | 15.7 |
| 5.0 | below 0.001 in size | 36.2 | 36.2 |

**Q:** So going from 1 ps to 5 ps more than doubles the error and gains nothing?

**A:** In this model, yes. At 1 ps the signal has fallen to $e^{-10}$ of $C(0)$, about $0.005\,\%$, while the noise (6), with $T$ replaced by $MT$, is $\sqrt{0.1/150}=2.6\,\%$ of $C(0)$. Beyond that point one integrates noise.

**Q:** Where should I stop?

**A:** Where the squared bias plus the variance is smallest. For $z$ well above one I drop the exponential in (11). The constant $-3$ does not affect the position of the minimum, so I minimize $e^{-2z}+4z\tau/(MT)$. Setting the derivative to zero gives $2e^{-2z}=4\tau/(MT)$, and
$$t_{\rm best}\simeq\frac{\tau}{2}\ln\frac{MT}{2\tau}. \tag{12}$$
The second derivative, $4e^{-2z}$, is positive, so this is a minimum. Here $t_{\rm best}=0.05\ln750=0.331$ ps. Numerical minimization with the full $f$ also gives $0.331$ ps, with a total rms error of $9.0\,\%$.

**Q:** But I do not know $\tau$, and my stress correlation may have a slow tail.

**A:** Then (12) is not your stopping rule, because it depends on the exponential form. A slow tail of the same sign as the main decay makes the bias fall more slowly and forces a later cutoff. Equation (9) still tells you what that cutoff costs, provided that the signal is close to Gaussian and the correlation decays as assumed. Its linear form (10) applies only once the cutoff is well beyond the decay time of the tail, and the best cutoff can be shorter than that.

If you must integrate to 1 ps in the present model and want a $10\,\%$ statistical error, solve $\tau f/(MT)=0.1^2$ for the span:
$$T=\frac{0.1\times37.0}{3\times0.01}\ \text{ps}\approx123\ \text{ps}.$$
At a fixed cutoff, halving the statistical error takes four times the span of origins.
